# Polar band-edge zero-point shift: static divergence, finite dynamic limit

**Q.** You say that the zero-point shift of a conduction edge in a polar crystal depends on whether the phonon energy is kept in a denominator. Phonon energies are tens of meV and bands are eV wide. Why should that matter?

**A.** Bands are wide, but the states nearest the edge are not far from it in energy. Take an empty, nondegenerate conduction minimum at \(\mathbf q=0\), with energy zero there and \(\varepsilon_q\simeq\hbar^2q^2/2m^*\) nearby. The temperature is zero, and one longitudinal optical (LO) branch has constant energy \(\hbar\omega\). The coupling is

\[
H_{\rm ep}=\sum_{\mathbf q} g_{\mathbf q}\,c^\dagger_{\mathbf k+\mathbf q}c_{\mathbf k}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q}),
\]

with a sum over \(\mathbf k\) understood. An electron at the minimum can scatter to \(\mathbf q\) by emitting a phonon. The intermediate state costs \(\varepsilon_q+\hbar\omega\), so second-order perturbation theory gives the dynamic, or nonadiabatic, shift

\[
E_{\rm NA}=-\sum_{\mathbf q}\frac{|g_{\mathbf q}|^2}{\varepsilon_q+\hbar\omega}.
\]

**Q.** And the adiabatic formula simply deletes \(\hbar\omega\)?

**A.** It follows from a different calculation. Freeze the ions, find the electron level, then average over zero-point displacements. The operator \(b_{\mathbf q}+b^\dagger_{-\mathbf q}\) becomes a Gaussian amplitude with mean zero and mean square modulus \(\langle 0|b_{\mathbf q}b^\dagger_{\mathbf q}|0\rangle=1\). The first-order shift averages to zero. The second-order shift contains electronic energies alone:

\[
E_{\rm A}=-\sum_{\mathbf q}\frac{|g_{\mathbf q}|^2}{\varepsilon_q}.
\]

A model with two levels and one oscillator shows the difference. For a phonon energy of 0.4 times the level spacing, the expected ratio of dynamic to static shift is \(1/(1+0.4)=0.7143\). Diagonalization and frozen averaging at small coupling give 0.7146; the difference is of higher order in the coupling.

**Q.** That is a 30 percent effect, not a divergence.

**A.** For one level spacing, yes. In a crystal \(\varepsilon_q\) tends to zero, so the behaviour of \(|g_{\mathbf q}|^2\) at small \(q\) decides the matter.

**Q.** Then derive the coupling. I don't want the \(1/q^2\) put in by hand.

**A.** Consider two ions per cell of volume \(\Omega\), with Born charges \(\pm Ze\), reduced mass \(\mu\), relative displacement \(u\) and short-range spring constant \(K\). The ionic polarization is \(P=Zeu/\Omega\). A longitudinal wave without free charge has zero displacement field:

\[
\epsilon_{\rm vac}\epsilon_\infty E+P=0
\quad\Rightarrow\quad
E=-\frac{Zeu}{\epsilon_{\rm vac}\epsilon_\infty\Omega}.
\]

The equation of motion \(\mu\ddot u=-Ku+ZeE\) then gives

\[
\mu\omega^2=K+\frac{S}{\epsilon_\infty},\qquad
S=\frac{Z^2e^2}{\epsilon_{\rm vac}\Omega}.
\]

In a static applied field \(u=ZeE/K\), hence \(\epsilon_0=\epsilon_\infty+S/K\), or \(S=K(\epsilon_0-\epsilon_\infty)\). Substitution yields \(\mu\omega^2=K\epsilon_0/\epsilon_\infty\).

Now quantize. In a crystal of volume \(V=N_c\Omega\), the displacement amplitude multiplying \(b_{\mathbf q}+b^\dagger_{-\mathbf q}\) is \(\sqrt{\hbar/(2\mu\omega N_c)}\). The potential has magnitude \(|E|/q\), because the field is its gradient. Therefore

\[
|g_{\mathbf q}|^2
=\frac{e^2}{q^2}\frac{Z^2e^2}{\epsilon_{\rm vac}^2\epsilon_\infty^2\Omega^2}
\frac{\hbar}{2\mu\omega N_c}
=\frac{e^2\hbar\omega}{2\epsilon_{\rm vac}Vq^2}
\frac{S}{\epsilon_\infty^2\,\mu\omega^2}.
\]

The last step used \(\Omega N_c=V\) and multiplied numerator and denominator by \(\omega\). Inserting \(S\) and \(\mu\omega^2\),

\[
|g_{\mathbf q}|^2=\frac{C}{Vq^2},\qquad
C=\frac{e^2\hbar\omega}{2\epsilon_{\rm vac}}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right).
\]

The \(1/q^2\) is the squared potential of a polarization wave whose field stays finite at long wavelength.

**Q.** So the static summand goes as \(1/q^4\). But the full theory has other bands and a Debye-Waller term. Perhaps they cancel it.

**A.** They can't supply the same power of \(1/q\). At small \(q\) the macroscopic potential connects different bands through the overlap of their periodic functions. That overlap vanishes at \(q=0\) by orthogonality and grows linearly with \(q\), or as a higher power of \(q\) where symmetry forbids the linear term. Its square therefore cancels the \(1/q^2\) in the coupling, and the energy denominator is a gap, so each interband term stays bounded.

For the Debye-Waller term I assume the rigid-ion form, in which the second-order potential comes from displacing one ion twice. Its band-edge matrix element doesn't grow at small \(q\); the remaining weight is the mean square displacement, proportional to \(1/\omega_{\mathbf q}\). This is constant for optical modes and at worst \(1/q\) for acoustic ones. With the volume element \(q^2dq\), that is integrable.

The interband argument can be tried on one \(s\) and three \(p\) orbitals per site, in units of the \(s\) hopping. The \(p\) levels lie 3 below the edge and the \(s\)–\(p\) coupling is \(1.5\sin(q_ia)\). The squared coupling is taken as \(1/[N^3\sum_i4\sin^2(q_ia/2)]\) times the squared overlap of the periodic functions. Refining the mesh from \(N=24\) to \(N=48\) points per axis changes the interband sum from 0.003802 to 0.003807. The intraband sum goes from \(-0.167\) to \(-0.312\).

**Q.** What about acoustic phonons in the intraband term?

**A.** Deformation-potential coupling has \(|g|^2\propto q\), so its static term goes as \(1/q\) and is integrable. I assume no piezoelectric coupling and follow the LO contribution.

**Q.** Then do the static integral, with its factors.

**A.** Replace the sum by \(V/(2\pi)^3\int4\pi q^2dq\), between a lower limit \(q_{\min}\) and an upper cutoff \(q_c\):

\[
E_{\rm A}=-\frac{C}{2\pi^2}\,\frac{2m^*}{\hbar^2}
\int_{q_{\min}}^{q_c}\frac{dq}{q^2}
=-\frac{C}{2\pi^2}\,\frac{2m^*}{\hbar^2}
\left(\frac1{q_{\min}}-\frac1{q_c}\right).
\]

It helps to define

\[
q_{\rm LO}=\frac{\sqrt{2m^*\hbar\omega}}{\hbar},\qquad
\alpha=\frac{e^2}{4\pi\epsilon_{\rm vac}\hbar}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)
\sqrt{\frac{m^*}{2\hbar\omega}}.
\]

At \(q_{\rm LO}\) the electron's kinetic energy equals \(\hbar\omega\), and \(\alpha\) is the Fröhlich constant. Since \(m^*/(\hbar q_{\rm LO})=\sqrt{m^*/(2\hbar\omega)}\), the definitions combine into

\[
C\,\frac{2m^*}{\hbar^2}=4\pi q_{\rm LO}\,\alpha\hbar\omega .
\]

Thus

\[
E_{\rm A}=-\frac{2}{\pi}\alpha\hbar\omega\,q_{\rm LO}
\left(\frac1{q_{\min}}-\frac1{q_c}\right),
\]

which diverges as \(q_{\min}\to0\). The trouble is at long wavelength; changing \(q_c\) does not remove it.

**Q.** A real calculation has a mesh, not a spherical hole. What does the mesh give?

**A.** An \(N\times N\times N\) mesh in a simple cubic zone with lattice constant \(a\) has \(\mathbf q=2\pi\mathbf n/L\), \(L=Na\) and \(V=L^3\). Omit \(\mathbf q=0\), where the coupling is undefined. The singular part of the summand gives

\[
-\frac{4\pi q_{\rm LO}\alpha\hbar\omega}{L^3}
\sum_{\mathbf n\ne0}\frac{L^4}{16\pi^4|\mathbf n|^4}
=-\alpha\hbar\omega\,\frac{Z_4}{4\pi^3}\,q_{\rm LO}L,
\qquad
Z_4=\sum_{\mathbf n\neq0}\frac1{|\mathbf n|^4}.
\]

This sum converges: \(Z_4=16.532\). Cutting it at the zone boundary removes a tail of order \(1/N\), which becomes a constant after multiplication by \(L\). Corrections to the parabolic band and to the coupling are of relative order \(q^2\); they turn \(1/q^4\) into \(1/q^2\), which is integrable. Hence

\[
E_{\rm A}(L)=-0.1333\,\alpha\hbar\omega\,q_{\rm LO}L+\text{a bounded part}.
\]

Doubling the number of points per axis asymptotically doubles the shift.

**Q.** You dropped \(\mathbf q=0\). A mesh shifted by half a step has no such point. Is the divergence an artefact of the omission?

**A.** No. The shifted mesh has its own constant, \(\sum_{\mathbf n}|\mathbf n+(\tfrac12,\tfrac12,\tfrac12)|^{-4}=23.714\), and the same linear law. The slope is larger by \(23.714/16.532=1.434\), because eight points now lie closer to the origin than the first points of the unshifted mesh.

**Q.** Now restore the phonon energy. Does the \(1/q^2\) coupling still cause trouble?

**A.** The volume element cancels it, and the denominator no longer vanishes. Writing \(\hbar\omega=\hbar^2q_{\rm LO}^2/2m^*\),

\[
E_{\rm NA}=-\frac{C}{2\pi^2}\frac{2m^*}{\hbar^2}
\int_0^{q_c}\frac{dq}{q^2+q_{\rm LO}^2}
=-\frac2\pi\,\alpha\hbar\omega\,
\arctan\frac{q_c}{q_{\rm LO}} .
\]

For \(q_c\to\infty\) the arctangent is \(\pi/2\), so the continuum result is \(E_{\rm NA}=-\alpha\hbar\omega\). At \(q_c=q_{\rm LO}\) it is \(\pi/4\): half the shift comes from \(q<q_{\rm LO}\).

For \(q\gg q_{\rm LO}\) the static and dynamic integrands agree. For \(q\ll q_{\rm LO}\) the relevant electronic energy differences are smaller than \(\hbar\omega\), so the electron responds more slowly than the ions move. Treating the ions as frozen is then unjustified, and this is the region that produces the divergence.

**Q.** Show me numbers, including a full Brillouin zone.

**A.** Take round model parameters: \(m^*=0.2\) electron masses, \(\hbar\omega=50\) meV, \(\epsilon_\infty=5\), \(\epsilon_0=10\), \(a=0.4\) nm. The band is \(tX\), with

\[
X=\sum_i4\sin^2(q_ia/2),\qquad t=\frac{\hbar^2}{2m^*a^2}=1.191\ {\rm eV}.
\]

The coupling is made periodic by replacing \(q^2\) with \(X/a^2\), so \(|g|^2=A/(N^3X)\) with \(A=C/a=0.1131\ {\rm eV}^2\). Define \(w=\hbar\omega/t=(q_{\rm LO}a)^2=0.0420\), so \(q_{\rm LO}a=0.2049\). The sums are

\[
E_{\rm A}=-\frac{A}{t}\frac1{N^3}\sum_{\mathbf q\ne0}\frac1{X^2},
\qquad
E_{\rm NA}=-\frac{A}{t}\frac1{N^3}\sum_{\mathbf q\ne0}\frac1{X(X+w)}.
\]

The prefactor is \(A/t=0.1131/1.191=0.0950\) eV. It also equals \(4\pi q_{\rm LO}a\,\alpha\hbar\omega\), so

\[
\alpha\hbar\omega=\frac{95.0\ {\rm meV}}{4\pi\times0.2049}=36.9\ {\rm meV},
\qquad \alpha=\frac{36.9}{50}=0.74.
\]

The zone sums, in meV, are:

| \(N\) | static | dynamic |
|---:|---:|---:|
| 32 | −33.4 | −23.5 |
| 64 | −65.6 | −30.1 |
| 128 | −130.1 | −33.9 |
| 256 | −259.1 | −35.9 |

The predicted static slope is \(-0.1333\times0.2049\times36.9=-1.008\) meV per unit of \(N\). The last two rows give \(-(259.1-130.1)/128=-1.008\) meV.

**Q.** The dynamic column is still moving at \(N=256\). Why should I believe that it converges, and to \(-36.9\) meV?

**A.** It converges, but on this lattice the limit is \(-37.8\) meV, obtained separately from a Bessel-function integral for the infinite mesh. The difference from the continuum value has two competing sources. The finite zone removes large-\(q\) contributions, whereas \(X\le q^2a^2\) makes both the coupling and the inverse denominator larger inside the zone. Here the second effect wins by about 1 meV.

The slow approach can be derived. Use

\[
\frac1{X(X+w)}=\frac1w\left(\frac1X-\frac1{X+w}\right).
\]

In the second term, add and subtract \(\mathbf q=0\), where \(X=0\):

\[
\frac1{N^3}\sum_{\mathbf q\ne0}\frac1{X+w}
=\frac1{N^3}\sum_{\mathbf q}\frac1{X+w}-\frac1{wN^3}.
\]

The complete sum on the right samples a smooth periodic function. By Poisson summation, its mesh error is a sum over periodic images of a screened potential. At large distance and small \(w\), this is

\[
\sum_{\mathbf n\ne0}\frac{e^{-y|\mathbf n|}}{4\pi N|\mathbf n|},
\qquad y=q_{\rm LO}L,
\]

which is exponentially small for \(y\gg1\).

**Q.** And the unscreened \(1/X\)?

**A.** Give it a small screening \(\kappa^2\), subtract its \(\mathbf q=0\) term \(1/(N^3\kappa^2)\), and let \(\kappa\to0\). With \(s=\kappa N\), the leading mesh error is

\[
\frac1{4\pi N}\lim_{s\to0}
\left[\sum_{\mathbf n\ne0}\frac{e^{-s|\mathbf n|}}{|\mathbf n|}-\frac{4\pi}{s^2}\right]
=-\frac{M}{4\pi N},\qquad M=2.8373.
\]

The subtraction is the integral \(\int_0^\infty4\pi n\,e^{-sn}dn\), so the bracket compares lattice points with a uniform background. Combining both pieces, the mesh error in the mean of \(1/[X(X+w)]\) is

\[
\frac1w\left(-\frac{M}{4\pi N}+\frac1{wN^3}\right).
\]

Multiplication by \(-A/t=-4\pi\sqrt w\,\alpha\hbar\omega\), with \(y=\sqrt w\,N\), gives

\[
E_{\rm NA}(L)-E_{\rm NA}(\infty)
\simeq\alpha\hbar\omega\left(\frac{M}{y}-\frac{4\pi}{y^3}\right).
\]

At \(N=64\), \(y=13.1\), and the bracket is \(0.21633-0.00557=0.21076\). The error is therefore \(0.21076\times36.89=7.77\) meV. Subtracting it from \(-30.07\) meV gives \(-37.8\) meV, in agreement with the limit. Without this correction, the shift at \(N=256\) is still 2.0 meV too small in magnitude, 5 percent of the limiting value.

**Q.** Does the correction work on any mesh?

**A.** No; it needs \(y\gg1\). At \(N=16\), \(y=3.28\), and the corrected value is \(-34.0\) meV, 3.8 meV from the limit. The neglected images explain most of this: the six nearest contribute \(\alpha\hbar\omega\,6e^{-y}/y\simeq2.5\) meV and the next twelve about 0.9 meV, both with the required sign.

**Q.** Your static value at \(N=32\) is \(-33.4\) meV, closer to the limit than the uncorrected dynamic value. Couldn't I use a moderate static mesh?

**A.** That agreement is a crossing. In the continuum, with the sum taken over all \(\mathbf n\ne0\), the static shift is \(-\alpha\hbar\omega\,Z_4q_{\rm LO}L/(4\pi^3)\) with no added constant, and the dynamic limit is \(-\alpha\hbar\omega\). The lattice corrects both mainly at large \(q\), where the two summands nearly agree, so the corrections almost cancel in the comparison. Equality therefore requires approximately

\[
\frac{Z_4}{4\pi^3}q_{\rm LO}L=1,
\qquad
N=\frac{1}{0.1333\times0.2049}=36.6 .
\]

Interpolating the zone sums gives 36.45. There is no plateau: the static result passes through the correct value at about 1 meV per unit of \(N\), and by \(N=64\) its magnitude is too large by a factor of 1.7.

**Q.** Then I'll add a small imaginary part \(i\delta\) to the static denominator. That makes the sum converge.

**A.** It converges to a number set by \(\delta\). The real part replaces \(1/\varepsilon_q\) by \(\varepsilon_q/(\varepsilon_q^2+\delta^2)\). With \(q=q_{\rm LO}x\) and \(d=\delta/\hbar\omega\), the continuum shift is

\[
E_{{\rm A},\delta}=-\frac2\pi\alpha\hbar\omega
\int_0^\infty\frac{x^2\,dx}{x^4+d^2}
=-\frac2\pi\frac{\alpha\hbar\omega}{\sqrt d}
\int_0^\infty\frac{s^2\,ds}{s^4+1},
\]

where \(x=\sqrt d\,s\). The substitution \(s\to1/s\) turns the last integral into \(\int_0^\infty ds/(s^4+1)\), so it equals half the integral of \((1+s^2)/(1+s^4)\). Setting \(v=s-1/s\),

\[
\frac12\int_{-\infty}^{\infty}\frac{dv}{v^2+2}=\frac{\pi}{2\sqrt2},
\qquad
E_{{\rm A},\delta}=-\alpha\hbar\omega\sqrt{\frac{\hbar\omega}{2\delta}} .
\]

For \(\delta=10\) meV this is \(-36.9\sqrt{2.5}=-58.3\) meV; for 1 meV it is \(-184.4\) meV. The plateau is finite, but it has no limit as \(\delta\to0\).

**Q.** Heavy ions should make the adiabatic approximation good. How can it diverge even then?

**A.** The order of limits matters. Ionic masses change \(\omega\) but not the static dielectric constants. At fixed mesh, \(|g|^2\propto\omega\), so the static shift is linear in \(\omega\). If \(\omega\) is lowered until \(\hbar\omega\) is far below the first nonzero \(\varepsilon_q\), the dynamic sum approaches the static one.

For an infinite crystal there is no first nonzero energy. There \(\alpha\propto\omega^{-1/2}\), so

\[
E_{\rm NA}=-\alpha\hbar\omega\propto\sqrt\omega .
\]

The lattice integral gives an exponent of 0.500 at small \(\omega\). A square root has infinite slope at zero; the static formula asks for that slope, and mesh refinement reveals that it is infinite. The shift itself vanishes for infinitely heavy ions.

**Q.** Does this prove that every frozen-ion supercell calculation diverges?

**A.** No. The linear law was derived for the second-order static formula only. At the smallest nonzero \(q\), \(|g|\propto L^{-1/2}\) while \(\varepsilon_q\propto L^{-2}\), so their ratio grows as \(L^{3/2}\). In the model the ratio is \(\sqrt{A/(4\pi^2N)}\,/\,(4\pi^2t/N^2)\), which is 0.58 at \(N=64\) and 1.65 at \(N=128\). Perturbation theory therefore fails for frozen displacements on the larger meshes of the table, and full diagonalization need not follow the linear law. Whether its result stays bounded as \(L\) grows is not settled here. It would still lack the phonon energy in the electron's response.

**Q.** And the dynamic result: where does it stop applying?

**A.** It is the leading order in the coupling. With \(\alpha=0.74\), the next term of the continuum model is \(-0.0159\,\alpha^2\hbar\omega\simeq-0.4\) meV, about 1 percent of the shift; \(-37.8\) meV is the second-order result of this model, not a complete polaron energy. The derivation also requires a three-dimensional band extremum. Away from an extremum, \(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}\) can change sign and the estimate above does not apply.

For a nondegenerate valence maximum, measure hole energies downward. The same calculation with the hole mass lowers the hole energy and therefore raises the electronic band edge. Both intraband LO shifts reduce the gap; the interband and Debye-Waller terms are not included in this statement. A degenerate valence maximum needs a matrix treatment of its coupled bands.

The numerical output below lists the sums and constants to more digits.

## Calculated quantities

```
effective mass            0.20 electron masses
LO phonon energy          50.0 meV
eps_inf, eps_0            5.0, 10.0
lattice constant a        0.40 nm
1/eps_inf - 1/eps_0       0.100
hopping t                 1.1906 eV
w = hw/t                  0.04199
q_LO                      0.5123 1/nm
q_LO*a                    0.20493
coupling constant A       0.11309 eV^2
alpha                     0.7377
-alpha*hw                 -36.886 meV
continuum by quadrature   -36.886 meV
share from q < q_LO       0.5000
Z4, unshifted mesh        16.53232
Z4, half-step shifted     23.71430
Z4/(4 pi^3)               0.13330
mesh-error constant       2.83730
N, q_LO*L, static, dynamic, dynamic minus mesh error (meV)
  16    3.279    -17.185   -15.252   -34.021
  32    6.558    -33.352   -23.479   -37.795
  64   13.115    -65.618   -30.072   -37.846
 128   26.231   -130.115   -33.881   -37.846
 256   52.461   -259.092   -35.854   -37.846
dynamic lattice limit     -37.845 meV
static slope, summed      -1.00763 meV per unit N
static slope, formula     -1.00759 meV per unit N
shifted slope, summed     -1.44538 meV per unit N
shifted slope, formula    -1.44531 meV per unit N
shifted dynamic, N=128    -35.388 meV
shifted dynamic, N=256    -36.617 meV
crossing N, summed        36.45
crossing N, formula       36.61
static, delta=10.0 meV    -58.322 meV
static, delta= 1.0 meV    -184.429 meV
exponent of hw, small hw  0.5001
two-level dynamic/static  0.71459
four-orbital inverse mass 1.750 (bare band = 1)
intraband sum N=24, 48    -0.16660, -0.31238 (t=1)
intraband slope, formula  -0.006074, -0.006061
interband sum N=24, 48    0.003802, 0.003807 (t=1)
acoustic mean N=64, 128   0.455234, 0.455316 (no unit)
```
